\section*{Intrinsic thermal Hall effect of non-interacting magnons in a honeycomb ferromagnet, part 3}

We evaluate the intrinsic thermal Hall conductivity of non-interacting magnons in a honeycomb ferromagnet. Spins $S$ point along $+z$, with nearest-neighbour exchange $J$, field or easy-axis gap $h$, and second-neighbour Dzyaloshinskii--Moriya (DM) term $D\sum\nu_{ij}\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)$, $\nu_{ij}=\pm1$. Bosons $a_i$ enter through $S_i^z=S-a_i^\dagger a_i$, expanded to second order. The nearest-neighbour distance is $a=1$, and
$\boldsymbol\delta_1=(1,0)$, $\boldsymbol\delta_2=(-\tfrac12,\tfrac{\sqrt3}{2})$, $\boldsymbol\delta_3=(-\tfrac12,-\tfrac{\sqrt3}{2})$, $\mathbf b_1=\boldsymbol\delta_2-\boldsymbol\delta_3$, $\mathbf b_2=\boldsymbol\delta_3-\boldsymbol\delta_1$, $\mathbf b_3=\boldsymbol\delta_1-\boldsymbol\delta_2$.
With $\varepsilon_0=3JS+h$ and Pauli matrices $\boldsymbol\tau$ in sublattice space,
\begin{align}
h(\mathbf k)&=\varepsilon_0+\mathbf d\cdot\boldsymbol\tau,\nonumber\\
d_x&=-JS\sum_a\cos\mathbf k\cdot\boldsymbol\delta_a,\quad d_y=JS\sum_a\sin\mathbf k\cdot\boldsymbol\delta_a,\quad d_z=-2DS\sum_a\sin\mathbf k\cdot\mathbf b_a.
\label{eq:d}
\end{align}

A variant adds $E\sum_i[(S_i^x)^2-(S_i^y)^2]$, giving pairing $\Delta=2ES$ (printed Del), and exchange $J_1$ along $\boldsymbol\delta_1$. The full matrix $H$ has diagonal blocks $h(\mathbf k)$, $h(-\mathbf k)^T$ and off-diagonal blocks $\Delta$. Modes obey $\sigma_3Ht_n=E_nt_n$, with $\sigma_3=\mathrm{diag}(1_N,-1_N)$, $N=2$, $\sigma_n=\mathrm{sgn}\,E_n$; magnons ($n\le N$) have $E_n=\varepsilon_n>0$. With $V^\mu=T^\dagger(\partial_\mu H)T$, where the matrix $T$ has columns $t_n$ and $\partial_\mu=\partial/\partial k_\mu$, the curvature is
\begin{equation}
\Omega_n=-2\sum_{m\neq n}\sigma_n\sigma_m\frac{\mathrm{Im}\,V^x_{nm}V^y_{mn}}{(E_n-E_m)^2},
\label{eq:sos}
\end{equation}
and the Chern number is $C_n=\frac1{2\pi}\int d^2k\,\Omega_n$.

Per layer, $j_\mu=-\kappa_{\mu\nu}\partial_\nu T$ (divide by the spacing for a stack), and
\begin{equation}
\kappa_{xy}=-\frac{k_B^2T}{\hbar}\sum_{n\le N}\int\!\frac{d^2k}{(2\pi)^2}\,c_2(\rho_n)\,\Omega_n(\mathbf k),\qquad \rho_n=\rho(\varepsilon_n/k_BT).
\label{eq:kappa}
\end{equation}
Here $\rho(\xi)=1/(e^{\xi}-1)$, $\xi=\varepsilon_n/k_BT$, and $c_2=\int_\xi^\infty t^2[-\rho'(t)]dt$ decreases with $\xi$:
\begin{equation}
c_2=\frac{\pi^2}{3}-\xi+\frac{\xi^3}{36}-\dots\quad(\xi\ll1),\qquad c_2\simeq(\xi^2+2\xi+2)e^{-\xi}\quad(\xi\gg1).
\label{eq:c2lim}
\end{equation}
The quantized regime of (e) needs a gap above a band far larger than the band's own top energy.

In the printed checks ($\hbar=k_B=1$), $T\kappa_{xy}=K+C$, where $K$ comes from the change of state and $C$ from the change of current operator in a field coupled to energy density. ``Other edge'' means raised on-site energy in the outermost rows; ``Euclidean'' uses the curvature of $t_n/|t_n|$ in the ordinary metric; ``cell phases'' uses cell instead of site positions.

\section*{(g) Curvature of the honeycomb DM ferromagnet}

\emph{Set $E=0$, $J_1=J$. Find the bands, the curvature in terms of $\mathbf d$, its value and the gap at the zone corner, the Chern numbers, and the symmetry of $\kappa_{xy}$ under $D\to-D$.}

\paragraph{Solution.} $H$ is block diagonal, $t_n=(u_n,0)$ with $h(\mathbf k)u_n=\varepsilon_nu_n$ and $u_n^\dagger u_n=1$. The particle--hole elements of $V^\mu$ vanish and \eqref{eq:sos} is the ordinary two-band formula. Since $(\mathbf d\cdot\boldsymbol\tau)^2=|\mathbf d|^2$, the energies are $\varepsilon_\pm=\varepsilon_0\pm|\mathbf d|$, and stability requires $|\mathbf d|<\varepsilon_0$ throughout the zone. With $\mathbf n=\mathbf d/|\mathbf d|$, projectors $\tfrac12(1\pm\mathbf n\cdot\boldsymbol\tau)$, and the abbreviations $\mathbf p=\partial_x\mathbf d$, $\mathbf q=\partial_y\mathbf d$,
\begin{equation}
V^x_{-+}V^y_{+-}=\tfrac14\mathrm{tr}\left[(1-\mathbf n\cdot\boldsymbol\tau)(\mathbf p\cdot\boldsymbol\tau)(1+\mathbf n\cdot\boldsymbol\tau)(\mathbf q\cdot\boldsymbol\tau)\right].
\end{equation}
The traces of two and four Pauli matrices are real, and $\mathrm{tr}(\tau_a\tau_b\tau_c)=2i\epsilon_{abc}$. The imaginary part is $\tfrac14[2\,\mathbf p\cdot(\mathbf n\times\mathbf q)-2\,\mathbf n\cdot(\mathbf p\times\mathbf q)]=-\mathbf n\cdot(\mathbf p\times\mathbf q)$. Dividing by $(2|\mathbf d|)^2$ and multiplying by $-2$,
\begin{equation}
\Omega_-=-\Omega_+=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3},\qquad
\kappa_{xy}=-\frac{k_B^2T}{\hbar}\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_-\left[c_2(\rho_-)-c_2(\rho_+)\right].
\label{eq:honey}
\end{equation}
The bracket is positive because $c_2$ decreases with energy.

At $\mathbf K=(0,4\pi/3\sqrt3)$ the phases $\mathbf K\cdot\boldsymbol\delta_a$ are $0,2\pi/3,-2\pi/3$, so $f=\sum_ae^{i\mathbf k\cdot\boldsymbol\delta_a}$ vanishes. Three unit complex numbers add to zero only as an equilateral triangle, of one of two orientations, so $\pm\mathbf K$ are the only zeros in the zone. The phases $\mathbf K\cdot\mathbf b_a$ are $4\pi/3,-2\pi/3,-2\pi/3$, each with sine $-\sqrt3/2$, so
\begin{equation}
d_z(\mathbf K)=3\sqrt3\,DS\equiv m,\qquad \varepsilon_+(\mathbf K)-\varepsilon_-(\mathbf K)=2|m|=6\sqrt3\,|D|S .
\end{equation}
For $\mathbf k=\mathbf K+\boldsymbol\ell$, $f\simeq i\boldsymbol\ell\cdot\sum_ae^{i\mathbf K\cdot\boldsymbol\delta_a}\boldsymbol\delta_a$. The $x$ component of the sum is $1-\cos(2\pi/3)=3/2$ and the $y$ component is $(\sqrt3/2)\,2i\sin(2\pi/3)=3i/2$. Thus $f\simeq\tfrac32(-\ell_y+i\ell_x)$ and, from \eqref{eq:d}, $d_x=v\ell_y$, $d_y=v\ell_x$ with $v=3JS/2$. The gradient of $d_z$ at $\mathbf K$ is proportional to $\sum_a\mathbf b_a=0$. Then $\partial_x\mathbf d\times\partial_y\mathbf d=(0,v,0)\times(v,0,0)=(0,0,-v^2)$, and
\begin{equation}
\Omega_-\simeq-\frac{mv^2}{2(m^2+v^2\ell^2)^{3/2}},\qquad \Omega_-(\mathbf K)=-\frac{J^2a^2}{24D^2}\,\mathrm{sgn}D,
\label{eq:dirac}
\end{equation}
the value at $\mathbf K$ being exact, from $v^2/2m^2=(9/4)J^2/(54D^2)$. Under $\mathbf k\to-\mathbf k$, $\mathbf d\to(d_x,-d_y,-d_z)$, a proper rotation that preserves triple products, and the two derivatives each change sign; hence $\Omega_-(-\mathbf k)=\Omega_-(\mathbf k)$ and both valleys contribute equally.

For $D\ne0$ the vector $\mathbf d$ vanishes nowhere, so $C_-$ is constant for $D>0$ and may be computed as $D\to0^+$. Away from the valleys the triple product is proportional to $D$ and disappears. With $s=v\ell$, a disc around one valley holds $\frac1{2\pi}\int\Omega_-d^2\ell=-\tfrac m2\int_0^ss'ds'(m^2+s'^2)^{-3/2}=-\tfrac12(1-m/|\mathbf d|)$, where $|\mathbf d|=\sqrt{m^2+s^2}$ at the rim, and this tends to $-\tfrac12$. Therefore $C_\mp=\mp\,\mathrm{sgn}D$. Reversing $D$ reverses $d_z$, which keeps $|\mathbf d|$ and flips the triple product, so $\kappa_{xy}$ is odd in $D$. Reversing the magnetization has the same effect: a rotation of all spins by $\pi$ about $x$ restores the order along $+z$ and reverses $\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)$. The program tests the band and curvature formulas over the whole mesh against \eqref{eq:sos}, the values at $\mathbf K$, the Chern numbers for $D>0$, and the oddness in $D$.

\section*{(h) Low and high temperature}

\emph{Derive the leading behaviour of $\kappa_{xy}$ for $k_BT\ll JS$ and for $k_BT$ above the top of the bands, and say where each result applies.}

\paragraph{Solution.} At low temperature only the bottom of the lower band is occupied. Let $\mathbf k=k(\cos\vartheta,\sin\vartheta)$ and $\omega=k_x+ik_y$. For three directions $\vartheta_a$ spaced by $120^\circ$, the identities $\cos^2\varphi=\tfrac12(1+\cos2\varphi)$ and $\cos^3\varphi=\tfrac14(3\cos\varphi+\cos3\varphi)$ give $\sum\cos^2=\tfrac32$ and $\sum\cos^3=\tfrac34\cos3(\vartheta-\vartheta_1)$, because the first and second harmonics sum to zero. The $\boldsymbol\delta_a$ have $\vartheta_1=0$ and length 1; the $\mathbf b_a$ have $\vartheta_1=90^\circ$ and length $\sqrt3$, with $\cos(3\vartheta-270^\circ)=-\sin3\vartheta$. The linear terms of the sines cancel, and $\sin\varphi\simeq\varphi-\varphi^3/6$ gives
\begin{equation}
d_x\simeq-3JS+\tfrac34JSk^2,\qquad d_y\simeq-\tfrac18JS\,\mathrm{Re}\,\omega^3,\qquad d_z\simeq-\tfrac{3\sqrt3}{4}DS\,\mathrm{Im}\,\omega^3 .
\end{equation}
Hence $\varepsilon_-\simeq h+\rho_sk^2$ with stiffness $\rho_s=\tfrac34JSa^2$. In the triple product the term $d_x(\partial_xd_y\partial_yd_z-\partial_yd_y\partial_xd_z)$ is of order $k^4$ and the others are of order $k^6$. The Jacobian of $(\mathrm{Re}\,\omega^3,\mathrm{Im}\,\omega^3)$ is $|3\omega^2|^2=9k^4$, so
\begin{equation}
\Omega_-\simeq\frac{-3JS\cdot\frac{3\sqrt3}{32}JDS^2\cdot9k^4}{2(3JS)^3}=-\alpha k^4,\qquad \alpha=\frac{3\sqrt3\,D}{64J}\,a^6 .
\end{equation}
Insert this in \eqref{eq:honey}, drop the upper band, and put $k^2=(k_BT/\rho_s)(\xi-\xi_0)$ with $\xi_0=h/k_BT$. Then $d^2k/(2\pi)^2\to d(k^2)/4\pi$ and
\begin{equation}
\kappa_{xy}\simeq\frac{k_B^2T}{\hbar}\frac{\alpha}{4\pi}\left(\frac{k_BT}{\rho_s}\right)^3F(\xi_0),\qquad F=\int_{\xi_0}^\infty(\xi-\xi_0)^2c_2\,d\xi=\frac13\int_{\xi_0}^\infty(t-\xi_0)^3t^2(-\rho')\,dt,
\label{eq:low}
\end{equation}
the last form by parts with $dc_2/d\xi=\xi^2\rho'$. At $\xi_0=0$, $\tfrac13\int t^5(-\rho')dt=\tfrac53\int t^4\rho\,dt=\tfrac53\cdot24\,\zeta(5)=40\zeta(5)=41.477$, a $T^4$ law. For $\xi_0\gg1$, $-\rho'\simeq e^{-t}$ and $\int_0^\infty s^3(s+\xi_0)^2e^{-s}ds=6\xi_0^2+48\xi_0+120$ give $F\simeq(2\xi_0^2+16\xi_0+40)e^{-\xi_0}$. The $T^4$ law is formal at $h=0$: the magnon density of the parabolic band, $\int\frac{d(k^2)}{4\pi}\rho=-(k_BT/4\pi\rho_s)\ln(1-e^{-\xi_0})$, diverges as $h\to0$, so the ordered state on which the expansion rests does not exist in a single layer at $T>0$ without a gap. Corrections to \eqref{eq:low} are of relative order $k^2a^2\sim k_BT a^2/\rho_s$ times a number of a few. The program tests that at $k_BT=0.004$ meV the full integrand reproduces \eqref{eq:low} within 3 per cent for $\xi_0=0.5$ and $2$, and that a linear extrapolation from $0.008$ and $0.004$ meV to zero gives a ratio of 1 within $10^{-3}$.

At high temperature \eqref{eq:c2lim} gives $c_2(\rho_-)-c_2(\rho_+)=(\xi_+-\xi_-)[1-(\xi_+^2+\xi_+\xi_-+\xi_-^2)/36+\dots]$ with $\xi_+-\xi_-=2|\mathbf d|/k_BT$. The factor $T$ cancels:
\begin{equation}
\kappa_\infty=-\frac{k_B}{\hbar}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{|\mathbf d|^2}.
\label{eq:high}
\end{equation}
This limit does not depend on $h$ and is tested against \eqref{eq:kappa} at $k_BT=2000$ meV to $10^{-4}$ relative. It is no topological quantity. In the approximation \eqref{eq:dirac}, two valleys cut off at $\ell=\Lambda\sim1/a$ give $(k_B/\hbar)(m/2\pi)\ln(1+v^2\Lambda^2/m^2)$, which vanishes as $D\ln(1/D)$ when $D\to0$ while the Chern numbers stay at $\mp1$. The plateau is a property of the linear theory only: the number of magnons per site grows in proportion to $T$ in this regime and passes $S$, at which point the expansion of (a) has lost its meaning.

\section*{(i) Numbers}

\emph{Evaluate the results for the round model parameters $S=2$, $J=1$ meV, $D=0.1$ meV, $h=0.5$ meV and layer spacing $0.7$ nm, at 2, 10, 20 and 30 K. Judge the validity of the linear theory and test the idea that the effect comes from the zone corners alone.}

\paragraph{Solution.} If $h$ were entirely Zeeman energy with $g=2$, it would correspond to $4.3$ T. The band centre is $3\cdot1\cdot2+0.5=6.5$ meV, the stiffness $0.75\cdot2=1.5$ meV$\,a^2$, the velocity $v=3$ meV$\,a$, and the mass $m=3\sqrt3\cdot0.1\cdot2=1.039$ meV. At $\mathbf K$ the energies are $6.5\mp1.039=5.461$ and $7.539$ meV, with gap $2.078$ meV, and $\Omega_-(\mathbf K)=-1/(24\cdot0.01)=-4.167\,a^2$. The zone integrals give Chern numbers $-1$ and $+1$. The lower band extends from $0.5$ meV upward to beyond 5 meV, more than the gap above it, so the quantized regime mentioned in (e) is out of reach.

The natural unit is $k_B\,\mathrm{meV}/\hbar=2.0976\times10^{-11}$ W/K. At 10 K, $k_BT=0.8617$ meV and \eqref{eq:kappa} gives $0.02618$ units, which is $0.02618\times2.0976\times10^{-11}=5.49\times10^{-13}$ W/K per layer and $5.49\times10^{-13}/(0.7\times10^{-9})=7.8\times10^{-4}$ W/(K\,m). All temperatures are collected here, with $\bar n$ the number of magnons per site.
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\bar n$ & $\kappa_{xy}$ ($k_B$ meV$/\hbar$) & $\kappa_{xy}$ (W/(K\,m))\\
2 & 0.0007 & $1.31\times10^{-6}$ & $3.9\times10^{-8}$\\
10 & 0.053 & 0.0262 & $7.8\times10^{-4}$\\
20 & 0.186 & 0.199 & $6.0\times10^{-3}$\\
30 & 0.355 & 0.339 & $1.0\times10^{-2}$
\end{tabular}
\end{center}
The sign is positive at all four temperatures, as expected from the negative $\Omega_-$ found at the corners and near the zone centre. The relative depletion of the ordered moment is $\bar n/S$, which is $0.026$ at 10 K, $0.093$ at 20 K and $0.18$ at 30 K. This is not the relative shift of the band energies. A mean-field decoupling of the quartic terms replaces $DS$ by $D(S-\bar n)$ but $JS$ by $J(S-\bar n+\chi)$, with $\chi=\langle a_i^\dagger a_j\rangle$ on a nearest-neighbour bond, and $\chi$ cancels most of $\bar n$ while long-wavelength magnons dominate; the DM term also contributes an on-site shift proportional to $D$ times the imaginary part of the second-neighbour average $\langle a_i^\dagger a_j\rangle$. Whatever shift remains enters through the exponent in \eqref{eq:c2lim}. At 10 K the lower band at $\mathbf K$ has $\xi=5.461/0.8617=6.3$, where \eqref{eq:c2lim} gives $|d\ln c_2/d\ln\xi|\simeq\xi^3/(\xi^2+2\xi+2)=4.6$, so each per cent of shift in that energy changes the weight by nearly five per cent. The table gives the values of the linear theory; the interaction correction is not computed here, and the 30 K entry, with the largest depletion, is the least secure. The plateau \eqref{eq:high} is $0.559$ units, or $1.7\times10^{-2}$ W/(K\,m); the 30 K value is $0.339/0.559=0.61$ of it, and the rest of the approach lies where the linear theory is unreliable.

If the whole flux $2\pi C_-=-2\pi$ sat at the corners, \eqref{eq:honey} would give $k_BT\,[c_2(\rho_-)-c_2(\rho_+)]_{\mathbf K}/2\pi$ in these units. At 20 K this is $1.7235\times(0.7983-0.3803)/2\pi=0.115$, against the full $0.199$. At 10 K it is $0.8617\times(0.09718-0.01524)/2\pi=0.0112$, against $0.0262$. The estimate is low by $42$ and $57$ per cent of the full values. The direction of the error follows from (g), given that $\Omega_-$ keeps one sign over the zone, which is not proved here: in the approximation \eqref{eq:dirac} the flux inside the contour $|\mathbf d|$ is the fraction $1-m/|\mathbf d|$, so much of it lies at $|\mathbf d|$ above $m$ (the approximation places half beyond $2m=2.08$ meV, but it overstates that share, since the two cones meet near this value: $|\mathbf d|=JS=2$ meV already at the edge midpoint $(2\pi/3,0)$, where $|f|=1$ and $d_z=0$), and the difference $c_2(\rho_-)-c_2(\rho_+)=\int_{\xi_-}^{\xi_+}t^2(-\rho')dt$ grows with $|\mathbf d|$ because the interval widens at both ends.

At 2 K, $k_BT=0.17235$ meV, and $c_2$ of the lower band at $\mathbf K$ is $1.9\times10^{-11}$, so the corner estimate is far below the computed $1.31\times10^{-6}$ and the response comes from the small curvature near the band bottom. With $\alpha=0.008119\,a^6$, $\xi_0=0.5/0.17235=2.901$ (printed as x0) and $F=5.694$, the law \eqref{eq:low} gives
\begin{equation}
0.17235\times\frac{0.008119}{4\pi}\times\left(\frac{0.17235}{1.5}\right)^3\times5.694=9.62\times10^{-7},
\end{equation}
and the full result is $1.36$ times this. The asymptotic law is thus off by 36 per cent of its own value although $k_BTa^2/\rho_s$ is only $0.115$. The size is in keeping with the integrand of \eqref{eq:low}, where the factor $(\xi-\xi_0)^2$ and the polynomial in $c_2$ push the weight to $\xi-\xi_0$ of about 2 to 5 and so to $k^2a^2$ of a few tenths. One correction has a known sign: $\sum_a\cos^4=\tfrac98$ adds $-\tfrac3{64}JSk^4$ to the dispersion, so $\varepsilon_-=h+\rho_sk^2(1-k^2/16)$ lies below the parabola and raises $c_2$. The $k^6$ term of the curvature contributes at the same order and has not been derived here, so the attribution of the 36 per cent between the two is left open.

\section*{Values computed for the example and the checks}
\begin{verbatim}
example: S=2, J=1 meV, D=0.1 meV, h=0.5 meV, layer spacing 0.7 nm
field for g=2: 4.319 T
kB = 0.086173 meV/K ; kB*meV/hbar = 2.09758e-11 W/K
band centre 3JS+h = 6.500 meV ; rho_s = 1.500 meV a^2
eps_-(K) = 5.46077 meV, eps_+(K) = 7.53923 meV, gap = 2.07846 meV
Dirac velocity 3JS/2 = 3.000 meV a ; mass = 1.03923 meV
Omega_-(K) = -4.16667 a^2, Omega_+(K) = 4.16667 a^2
Chern numbers lower, upper = -1.0000000, 1.0000000
k^4 coefficient of -Omega_- at Gamma = 0.008119 a^6
pi^2/3 = 3.289868 ; F(0) = 41.47711
T = 2 K: kBT = 0.17235 meV, magnons per site = 0.00068
  at K: c2(lower) = 1.85593e-11, c2(upper) = 2.01020e-16
  kappa = 1.31055e-06 kB meV/hbar = 2.7490e-17 W/K per layer = 3.9271e-08 W/(K m)
T = 10 K: kBT = 0.86173 meV, magnons per site = 0.05273
  at K: c2(lower) = 9.71804e-02, c2(upper) = 1.52375e-02
  kappa = 2.61821e-02 kB meV/hbar = 5.4919e-13 W/K per layer = 7.8456e-04 W/(K m)
  K = 3.936168e-02, C = -1.679969e-02, K+C = 2.256199e-02, T kappa = 2.256199e-02 (meV^2)
T = 20 K: kBT = 1.72347 meV, magnons per site = 0.18560
  at K: c2(lower) = 7.98260e-01, c2(upper) = 3.80252e-01
  kappa = 1.99379e-01 kB meV/hbar = 4.1821e-12 W/K per layer = 5.9745e-03 W/(K m)
  K = 4.458432e-01, C = -1.022206e-01, K+C = 3.436226e-01, T kappa = 3.436226e-01 (meV^2)
T = 30 K: kBT = 2.58520 meV, magnons per site = 0.35480
  at K: c2(lower) = 1.40826e+00, c2(upper) = 9.21119e-01
  kappa = 3.39319e-01 kB meV/hbar = 7.1175e-12 W/K per layer = 1.0168e-02 W/(K m)
  K = 1.058507e+00, C = -1.812999e-01, K+C = 8.772071e-01, T kappa = 8.772071e-01 (meV^2)
low-T law at 2 K: x0 = 2.9011, F = 5.6939, kappa = 9.61704e-07 kB meV/hbar, full/law = 1.3627
plateau = 5.59344e-01 kB meV/hbar = 1.1733e-11 W/K = 1.6761e-02 W/(K m)
variant: S=1, J=1, J1=1.4, D=0.2, h=1.4, Del=1 (meV)
  gap at Gamma = 0.97980 meV ; Chern numbers = -1.0000000, 1.0000000
  kBT = 0.05 meV: K = 7.151151e-04, C = -7.151151e-04, C(other edge) = -7.151151e-04 (meV^2)
    K+C = 6.935750e-15, T kappa = 2.083930e-15 (meV^2)
  kBT = 1 meV: K = 1.180084e-01, C = -2.955980e-02, C(other edge) = -2.955980e-02 (meV^2)
    K+C = 8.844856e-02, T kappa = 8.844856e-02 (meV^2)
  kBT = 2 meV: K = 5.954886e-01, C = -8.892134e-02, C(other edge) = -8.892134e-02 (meV^2)
    K+C = 5.065672e-01, T kappa = 5.065672e-01 (meV^2)
  kBT = 2 meV, kappa in kB meV/hbar: sigma3 2.532836e-01, Euclidean 2.527415e-01, cell phases 2.348008e-01
  relative errors: Euclidean -2.140e-03, cell phases -7.297e-02
\end{verbatim}
